# Leapfrog dispersion and the time-step limit for cold plasma oscillations

In a particle simulation of a processing discharge, the electrons are pushed with a finite time step $\Delta t$. One collective motion they must follow is the electron plasma oscillation. This problem asks what the leapfrog scheme does to that oscillation, and for which time steps the computed motion stays bounded.

The model is one-dimensional and electrostatic. Electrons of mass $m$ and charge $-e$ have uniform equilibrium density $n_0$; the ions are a fixed, uniform background of equal and opposite charge. The electrons are cold: they have no thermal spread, and each rests at its equilibrium place when undisturbed. There are no collisions. The field is solved exactly in space, so every error studied here comes from the time step.

## (a) The restoring force

**Represent the electrons by $N$ charged sheets in a periodic length $L$. Find the field on a displaced sheet and its equation of motion. When does the result fail?**

Each sheet carries the charge per unit area $\sigma=-en_0L/N$. Number the sheets $i=0,\dots,N-1$, with equilibrium positions $x_i^0=(i+\tfrac12)L/N$ and actual positions $x_i=x_i^0+\xi_i$.

Consider one sheet together with its share of the ion background, whose charge density is $-\sigma/L$. At a distance $d$ to the right of the sheet, with $0<d<L$, the periodic field of zero spatial mean is

$$
E_1(d)=\frac{\sigma}{\varepsilon_0}\left(\frac12-\frac dL\right).
$$

Its slope $-\sigma/(\varepsilon_0L)$ is the one Gauss's law requires for the background. Across the sheet the field jumps from $-\sigma/2\varepsilon_0$ to $+\sigma/2\varepsilon_0$, which is the required jump $\sigma/\varepsilon_0$. A sheet feels the average of the fields on its two sides, so its force on itself is zero.

Suppose that the sheets, including their periodic images, are still in their original order. A sheet $j<i$ lies to the left of sheet $i$, at $d=x_i-x_j$. For $j>i$ the nearest image to the left gives $d=x_i-x_j+L$. Therefore

$$
\frac{\varepsilon_0E_i}{\sigma}
=\sum_{j<i}\left(\frac12-\frac{x_i-x_j}{L}\right)
+\sum_{j>i}\left(-\frac12-\frac{x_i-x_j}{L}\right).
$$

There are $i$ terms in the first sum and $N-1-i$ in the second. With $\bar x$ the mean position,

$$
\frac{\varepsilon_0E_i}{\sigma}
=i-\frac{N-1}{2}-\frac NL(x_i-\bar x).
$$

In equilibrium $x_i^0-\bar x^0=[i-(N-1)/2]L/N$, so the constant terms cancel and $-N(\xi_i-\bar\xi)/L$ remains. Inserting $\sigma$ gives

$$
E_i=\frac{en_0}{\varepsilon_0}(\xi_i-\bar\xi).
$$

The forces on all sheets add to zero, so the mean velocity is constant. We choose zero mean velocity and zero mean displacement, hence $\bar\xi=0$ at all times. The force is $-eE$, and each sheet obeys

$$
\frac{d^2\xi}{dt^2}=-\omega_{pe}^2\xi,
\qquad
\omega_{pe}^2=\frac{n_0e^2}{\varepsilon_0m}.
$$

No small-amplitude expansion was made. What was used is the order of the sheets. For $\xi=A\sin(kx_0)$ with $k,A>0$, the derivative of position with respect to the label $x_0$ is $1+kA\cos(kx_0)$. It is positive everywhere if $kA<1$, and the order is then kept.

A direct sum over 64 sheets confirms this. At $kA=0.9$ the field agrees with the linear law to rounding error. At $kA=1.5$ sheets have overtaken one another, and the largest departure is 1.7 times the largest linear field.

## (b) From the scheme to the dispersion relation

**Write the leapfrog scheme, eliminate the velocity, and find the relation between the numerical frequency $\omega$ and $\omega_{pe}$.**

Positions are known at $t=n\Delta t$, velocities at $t=(n+\tfrac12)\Delta t$:

$$
v^{n+1/2}=v^{n-1/2}-\omega_{pe}^2\Delta t\,\xi^n,
\qquad
\xi^{n+1}=\xi^n+\Delta t\,v^{n+1/2}.
$$

The field is evaluated only at the whole steps, so the order of the sheets matters at those times. The zero mean displacement and velocity are preserved by these equations too, since the forces still add to zero.

Subtract the position update of the previous step, $\xi^n-\xi^{n-1}=\Delta t\,v^{n-1/2}$, from the present one:

$$
\xi^{n+1}-2\xi^n+\xi^{n-1}
=\Delta t\,(v^{n+1/2}-v^{n-1/2})
=-W^2\xi^n,
\qquad W=\omega_{pe}\Delta t>0.
$$

Now insert $\xi^n=C\,e^{-i\omega n\Delta t}$ and divide by $\xi^n$:

$$
e^{-i\omega\Delta t}-2+e^{i\omega\Delta t}=-W^2.
$$

The left side is $2\cos(\omega\Delta t)-2=-4\sin^2(\omega\Delta t/2)$. Hence

$$
\boxed{\sin^2\left(\frac{\omega\Delta t}{2}\right)
=\left(\frac{\omega_{pe}\Delta t}{2}\right)^2}.
$$

The wavenumber does not appear, because each sheet obeys the same recurrence whatever the spatial pattern. The numerical group velocity $d\omega/dk$ is therefore zero, as it is for the cold plasma itself. Frequencies that differ by $2\pi/\Delta t$ give identical values at the whole steps, so $\omega$ is defined only up to such multiples.

## (c) The frequency error

**For real $\omega$, is the computed oscillation too fast or too slow, and by how much?**

A real $\omega$ requires $W/2\le1$. The positive frequency that tends to $\omega_{pe}$ as $\Delta t\to0$ is

$$
\omega=\frac{2}{\Delta t}\arcsin\frac W2,
\qquad
\frac{\omega}{\omega_{pe}}=\frac2W\arcsin\frac W2.
$$

Since $\arcsin x>x$ for $0<x\le1$, the computed oscillation is too fast. With $\arcsin x=x+x^3/6+3x^5/40+\cdots$ and $x=W/2$,

$$
\frac{\omega}{\omega_{pe}}
=\frac2W\left(\frac W2+\frac{W^3}{48}+\frac{3W^5}{1280}+\cdots\right)
=1+\frac{W^2}{24}+\frac{3W^4}{640}+\cdots .
$$

The leading relative error is thus quadratic in the time step. At $W=2$ the ratio reaches $\pi/2$, and the harmonic solution $e^{-i\omega n\Delta t}$ changes sign at each step.

Frequencies fitted to the motion of the sheets, with the force summed over pairs, agree with the formula to the digits shown:

| $W$ | $\omega/\omega_{pe}$, measured | formula |
|---|---:|---:|
| 0.2 | 1.001674 | 1.001674 |
| 1.0 | 1.047198 | 1.047198 |
| 1.9 | 1.319196 | 1.319196 |

These runs use the longest wave that fits into the box. At $W=1$ the third spatial mode gives the same ratio, 1.047198, as the absence of $k$ requires.

A frequency error of one per cent relative to $\omega_{pe}$ occurs at $W=0.4834$. The series accounts for it: $W^2/24=0.00974$ and $3W^4/640=0.00026$ add to 0.0100.

## (d) Roots on the unit circle

**Write $\xi^n\propto z^n$. For which $W$ are the two roots distinct and of modulus one, and what follows for a general start?**

Substitution into the recurrence and division by $z^{n-1}$ give

$$
z^2-(2-W^2)z+1=0.
$$

The product of the roots is 1. The discriminant is

$$
(2-W^2)^2-4=W^4-4W^2=W^2(W^2-4).
$$

For $0<W<2$ it is negative. The coefficients are real, so the roots are distinct complex conjugates, $z$ and $z^*$. Their product is $|z|^2=1$, so both have modulus one.

Two starting values, $\xi^0$ and $\xi^1$, fix a solution. Because the roots are distinct, every solution has the form $\xi^n=c_1z^n+c_2(z^*)^n$, and

$$
|\xi^n|\le|c_1|+|c_2|
$$

for all $n$. Every solution of the recurrence therefore stays bounded when $0<W<2$. For the sheets this holds as long as they keep their order, a condition examined in part (f). The velocity $v^{n+1/2}=(\xi^{n+1}-\xi^n)/\Delta t$ is bounded as well.

## (e) At the limit and beyond it

**Examine $W=2$ and $W>2$, and state the necessary and sufficient condition for stability.**

At $W=2$ the recurrence is $\xi^{n+1}+2\xi^n+\xi^{n-1}=0$. Put $\xi^n=(-1)^ny^n$, where $n$ on $y$ is a time index. After removal of the common sign,

$$
y^{n+1}-2y^n+y^{n-1}=0.
$$

The second difference of $y$ vanishes, so $y$ is linear in $n$, and every solution is

$$
\xi^n=(-1)^n(a+bn).
$$

Whether the growth is seen depends on the start. Let $\xi^0=A$, so $a=A$.

If the velocity is zero at $t=0$, a half kick gives $v^{1/2}=-\omega_{pe}^2\Delta t\,A/2$. Then $\xi^1=A(1-W^2/2)=-A$, so $b=0$ and the motion stays bounded.

If instead $v^{1/2}=0$, then $\xi^1=A$. This requires $-(A+b)=A$, or $b=-2A$, and $\xi^n=(-1)^n(1-2n)A$. After 50 steps the displacement is $-99A$. The moving sheets show both behaviours: the ratio $\xi^{50}/\xi^0$ is $1.0000$ for the first start and $-99.0000$ for the second. A bounded run from one special start does not establish stability.

For $W>2$ both roots are real. Set $W/2=\cosh\eta$ with $\eta>0$. Then

$$
z=1-\frac{W^2}{2}\pm\frac W2\sqrt{W^2-4}
=-\cosh2\eta\pm\sinh2\eta,
$$

because $1-2\cosh^2\eta=-\cosh2\eta$ and $\cosh\eta\cdot2\sinh\eta=\sinh2\eta$. The roots are $-e^{-2\eta}$ and $-e^{2\eta}$. The second has modulus greater than one. Writing it as $-e^{\gamma\Delta t}$ gives

$$
\gamma=\frac{2}{\Delta t}\operatorname{arcosh}\frac{\omega_{pe}\Delta t}{2}.
$$

In the convention of part (b) this root is $\omega=\pi/\Delta t+i\gamma$. A general start contains it and grows exponentially, with a change of sign at each step once this root dominates.

Together with part (d), this proves that every solution of the linear recurrence, which describes the cold sheets while they keep their order, stays bounded if and only if

$$
\boxed{\omega_{pe}\Delta t<2}.
$$

The inequality is strict. For the start from rest the limit has a simple mechanical reading. Since $\xi^1=A(1-W^2/2)$, for $W>2$ the kick throws the sheet past equilibrium to a larger displacement on the other side, and this repeats at every step. A single overshoot of this kind does not signal instability: at $W=1.9$ the start $v^{1/2}=0$ gives $\xi^1=A$ and $\xi^2=(1-W^2)A=-2.61A$, and yet the motion stays bounded.

At $W=2.1$, five per cent above the limit, $\cosh\eta=1.05$ and

$$
e^{2\eta}=\left(1.05+\sqrt{1.05^2-1}\right)^2=1.877.
$$

The measured factor per step is $-1.87733$, in agreement with the formula, and the growth rate is $1.69\times10^9\ \mathrm{s^{-1}}$ at the density used in part (g). The exponential law describes the sheets until they overtake one another; the linear force of part (a) then no longer applies.

## (f) A conserved quantity and an explicit bound

**Show that $Q^n=(v^{n+1/2})^2+\omega_{pe}^2\xi^n\xi^{n+1}$ is conserved. Use it to bound the displacement, and explain what happens as $W\to2$.**

Abbreviate $v_+=v^{n+1/2}$ and $v_-=v^{n-1/2}$. Then

$$
Q^n-Q^{n-1}=(v_+-v_-)(v_++v_-)
+\omega_{pe}^2\xi^n(\xi^{n+1}-\xi^{n-1}).
$$

The velocity update gives $v_+-v_-=-\omega_{pe}^2\Delta t\,\xi^n$. Adding two successive position updates gives $\xi^{n+1}-\xi^{n-1}=\Delta t(v_++v_-)$. The two terms cancel, so $Q^n=Q$ for all $n$.

To see its sign, introduce the mean $M=(\xi^n+\xi^{n+1})/2$ and write $v=v^{n+1/2}$. Since $\xi^{n+1}-\xi^n=v\Delta t$,

$$
\xi^n=M-\frac{v\Delta t}{2},\qquad
\xi^{n+1}=M+\frac{v\Delta t}{2},\qquad
\xi^n\xi^{n+1}=M^2-\frac{v^2\Delta t^2}{4}.
$$

Therefore

$$
Q=s^2v^2+\omega_{pe}^2M^2,
\qquad s^2=1-\frac{W^2}{4}.
$$

For $W<2$ we take $s>0$, and $Q$ is positive for every nonzero state. Write the displacement as

$$
\xi^n=\frac{1}{\omega_{pe}}(\omega_{pe}M)-\frac{\Delta t}{2s}(sv).
$$

The Cauchy–Schwarz inequality gives

$$
(\xi^n)^2\le\left(\frac1{\omega_{pe}^2}+\frac{\Delta t^2}{4s^2}\right)Q
=\frac{Q}{\omega_{pe}^2}\,\frac{s^2+W^2/4}{s^2}
=\frac{Q}{\omega_{pe}^2s^2},
$$

and hence

$$
|\xi^n|\le\frac{\sqrt Q}{\omega_{pe}\sqrt{1-W^2/4}}.
$$

This is a second proof of stability below the limit. At $W=2$ the velocity term in $Q$ vanishes, so conservation of $Q$ no longer restrains $v$. Above the limit its coefficient is negative, and large $v$ and $M$ can compensate each other at fixed $Q$.

For the start $\xi^0=A$, $v^{1/2}=0$, we have $\xi^1=A$ and $Q=\omega_{pe}^2A^2$. The bound is $|A|/s$. At $W=1.9$,

$$
s^2=1-\frac{3.61}{4}=0.0975,\qquad \frac1s=3.2026.
$$

The largest displacement found in 400 steps is $3.2025$ times the initial one. The explicit solution shows why it comes so close. With $\theta=\omega\Delta t$ and $\cos(\theta/2)=s$,

$$
\xi^n=\frac As\cos\left[(n-\tfrac12)\theta\right],
$$

which reproduces $\xi^0=\xi^1=A$. The bound is reached if the phase meets a multiple of $\pi$, and within 400 steps it comes near one.

Stability therefore does not mean that the displacement never exceeds its initial value. For a sinusoidal pattern started in this way, order is guaranteed at all whole steps if $k|A|/s<1$, which is stricter than $k|A|<1$ at the start. If the sheets do cross, the bound is lost even for $W<2$. At $W=1.9$ and $kA=0.5$ they cross at the second step, where $k|\xi^2|$ reaches $1.3$, and with 64 sheets the rms velocity then keeps growing over thousands of steps, which is numerical heating.

## (g) Time step and density in a discharge

**Take $n_0=10^{16}\ \mathrm{m^{-3}}$. Find the largest time step and the step for a one per cent frequency error. Then hold $\Delta t=0.1$ ns fixed and find the density at which stability is lost.**

The plasma frequency is $\omega_{pe}=5.641\times10^9$ rad/s. The stability limit is

$$
\Delta t<\frac{2}{5.641\times10^9\ \mathrm{s^{-1}}}=0.3545\ \mathrm{ns}.
$$

The plasma period is 1.114 ns, so the limit corresponds to $1.114/0.3545=3.14$ steps per period; the ratio is $\pi$. For a one per cent frequency error,

$$
\Delta t=\frac{0.4834}{5.641\times10^9\ \mathrm{s^{-1}}}=0.0857\ \mathrm{ns},
$$

or about 13 steps per period. Accuracy at this level asks for a step about four times smaller than stability does.

With $\Delta t$ fixed, squaring $\omega_{pe}\Delta t<2$ turns the condition into a density limit:

$$
n_0<\frac{4\varepsilon_0m}{e^2\Delta t^2}
=1.257\times10^{17}\ \mathrm{m^{-3}}
\qquad(\Delta t=0.1\ \mathrm{ns}).
$$

At $10^{16}\ \mathrm{m^{-3}}$ this step gives $W=0.564$ and a frequency error of 1.4 per cent. In the cold model the density may rise by the factor $(2/0.564)^2\approx12.6$ before the limit is reached.

Two runs at fixed density, started with zero velocity at $t=0$, show how sharp the limit is. At 0.98 of the limiting density, $W=1.980$, and the displacement does not exceed its initial value in 400 steps. This belongs to the start from rest; the start $v^{1/2}=0$ would reach $1/s=7.07$ times the initial value, still bounded. At 1.02 of it, $W=2.020$, and the displacement grows by a factor of about 2400 in 30 steps. A simulation whose density rises and settles above the limit is unstable from then on, even if it began safely.

These figures concern the time step alone, and they hold for cold electrons. The electrons of a discharge are warm, and this lowers the limit even with an exact field. For a Maxwellian with $v_t^2=k_BT_e/m$ the leapfrog dispersion relation is $1+W^2\sum_{j\ge1}j\,e^{i\omega j\Delta t-(kv_tj\Delta t)^2/2}=0$. At $\omega\Delta t=\pi$ it first has a root for $W\approx1.62$, at $kv_t\Delta t\approx1.14$, that is $k\lambda_D\approx0.70$ with $\lambda_D=v_t/\omega_{pe}$. A simulation that resolves such wavelengths loses stability at $\Delta t=0.1$ ns near $8.2\times10^{16}\ \mathrm{m^{-3}}$, a factor 8.2 rather than 12.6 above $10^{16}\ \mathrm{m^{-3}}$. A spatial grid with particle weighting changes the restoring force, thermal motion can make sheets overtake one another, so that the linear force no longer applies, and collisions change the equation of motion; each needs its own analysis. The full set of values is in the numerical output below.

## Table of computed values

```
electron density = 1.000e+16 m^-3
periodic length = 10.0 mm; sheets = 64
plasma frequency omega_pe = 5.64146e+09 rad/s
largest time step 2/omega_pe = 0.35452 ns
plasma period = 1.11375 ns
steps per plasma period at the limit = 3.1416
k*A = 0.9: relative departure from linear field = 5.62e-16
k*A = 1.5: relative departure from linear field = 1.70e+00
W = 0.2: omega/omega_pe measured = 1.001674, formula = 1.001674
W = 0.2: 1 + W^2/24 = 1.001667
W = 1.0: omega/omega_pe measured = 1.047198, formula = 1.047198
W = 1.9: omega/omega_pe measured = 1.319196, formula = 1.319196
W = 1.0, third spatial mode: omega/omega_pe = 1.047198
W for one per cent frequency error = 0.48336
time step for one per cent error = 0.08568 ns
W = 1.9, zero first half-step velocity, 400 steps:
  relative drift of invariant below 1e-8: True
  largest |displacement|/initial = 3.2025
  bound on |displacement|/initial = 3.2026
W = 2, displacement/initial after 50 steps:
  zero velocity at time zero = 1.0000
  zero first half-step velocity = -99.0000
W = 2.1: measured factor per step = -1.87733
W = 2.1: formula factor per step = -1.87733
W = 2.1: growth rate = 1.6920e+09 s^-1
fixed time step = 0.10 ns
  W at initial density = 0.56415
  omega/omega_pe at initial density = 1.01376
  density limit = 1.2568e+17 m^-3
  density limit/initial density = 12.568
  density/limit = 0.98: W = 1.97990, steps = 400, largest gain = 1
  density/limit = 1.02: W = 2.01990, steps = 30, largest gain = 2355
```
